# Subband Ladder and Band Edges of N Identical Coupled Layers: test program

```python
"""Subband ladder of N identical coupled layers.

Result under test: a free-ended chain with layer energy e and neighbour
coupling t has levels e + 2|t| cos(j pi/(N+1)), j = 1..N, and for t > 0
modes sqrt(2/(N+1)) sin(n j pi/(N+1)), where n numbers the layers.
The ladder fixes band edges, the gap and the valence valley (K or Gamma)
of a model layered semiconductor on a triangular lattice.
Energies are in eV, lengths in nm; zero energy = monolayer valence edge at K.
g(k) is a lattice-periodic function equal to 0 at K and 1 at Gamma.
"""
import numpy as np
from scipy import constants as const

# Model parameters
E_COND = 1.80      # monolayer conduction edge at K
W_COND = 1.00      # rise of the conduction layer energy from K to Gamma
T_COND = 0.02      # conduction interlayer coupling
DELTA = 0.30       # depth of monolayer valence Gamma below K
BOW = 2.00         # valence bowing between K and Gamma
T_K = 0.02         # valence interlayer coupling at K
T_GAMMA = 0.30     # valence interlayer coupling at Gamma
D_LAYER = 0.65     # layer spacing
SURFACE = 0.02     # energy shift of both surface layers


def neighbours(n_layers, ring=False):
    a = np.diag(np.ones(n_layers - 1), 1)
    a = a + a.T
    if ring:
        a[0, -1] = a[-1, 0] = 1.0
    return a


def levels(energy, coupling, adjacency):
    """Numerical levels for arrays of layer energies and couplings."""
    energy = np.atleast_1d(energy)[:, None, None]
    coupling = np.atleast_1d(coupling)[:, None, None]
    return np.linalg.eigvalsh(energy * np.eye(len(adjacency))
                              + coupling * adjacency)


def ladder(energy, coupling, n_layers):
    j = np.arange(1, n_layers + 1)
    return energy + 2 * abs(coupling) * np.cos(j * np.pi / (n_layers + 1))


# Spectrum with random complex couplings of equal modulus; modes; sign pattern
rng = np.random.default_rng(4)
for n in range(1, 13):
    phases = np.exp(2j * np.pi * rng.random(n - 1))
    h = -0.3 * np.eye(n) + 0.3 * (np.diag(phases, 1)
                                  + np.diag(phases.conj(), -1))
    assert np.allclose(np.linalg.eigvalsh(h)[::-1], ladder(-0.3, 0.3, n),
                       atol=1e-12)
    vectors = np.linalg.eigh(0.3 * neighbours(n))[1][:, ::-1]
    index = np.arange(1, n + 1)
    sines = np.sqrt(2 / (n + 1)) * np.sin(
        np.outer(index, index) * np.pi / (n + 1))
    assert np.allclose(abs(vectors.T @ sines), np.eye(n), atol=1e-10)
    top_negative = np.linalg.eigh(-0.3 * neighbours(n))[1][:, -1]
    assert np.all(top_negative[1:] * top_negative[:-1] < 0)

# Full in-plane mesh; 36 is a multiple of 3, so K is a mesh point
k = 2 * np.pi * np.arange(36) / 36
k1, k2 = [x.ravel() for x in np.meshgrid(k, k)]
g = (np.cos(k1) + np.cos(k2) + np.cos(k1 + k2) + 1.5) / 4.5
e_val = -DELTA * g - BOW * g * (1 - g)
t_val = T_K * (1 - g) + T_GAMMA * g
e_con = E_COND + W_COND * g
t_con = np.full_like(g, T_COND)


def mesh_edges(adjacency):
    """Valence top, conduction bottom and their positions g on the mesh."""
    top = levels(e_val, t_val, adjacency)[:, -1]
    bottom = levels(e_con, t_con, adjacency)[:, 0]
    iv, ic = np.argmax(top), np.argmin(bottom)
    return top[iv], bottom[ic], g[iv], g[ic]


bulk_top, bulk_bottom, bulk_gv, bulk_gc = mesh_edges(neighbours(24, ring=True))
bulk_gap = bulk_bottom - bulk_top
assert abs(bulk_gv - 1) < 1e-9 and abs(bulk_gc) < 1e-9
assert abs(bulk_gap - (E_COND + DELTA - 2 * (T_COND + T_GAMMA))) < 1e-10

sizes = [1, 2, 3, 4, 5, 6, 8, 10]
table, excess_rows = [], []
for n in sizes:
    top, bottom, gv, gc = mesh_edges(neighbours(n))
    c_n = np.cos(np.pi / (n + 1))
    at_k, at_gamma = 2 * T_K * c_n, -DELTA + 2 * T_GAMMA * c_n
    assert abs(top - max(at_k, at_gamma)) < 1e-10
    assert abs(bottom - (E_COND - 2 * T_COND * c_n)) < 1e-10
    assert abs(gc) < 1e-9
    assert abs(gv - (1.0 if at_gamma > at_k else 0.0)) < 1e-9
    valley = "Gamma" if gv > 0.5 else "K"
    table.append((n, top, bottom, bottom - top, valley))
    if valley == "Gamma":
        x = np.pi / (n + 1)
        excess = bottom - top - bulk_gap
        square_law = (T_COND + T_GAMMA) * x**2
        assert 1 - x**2 / 12 < excess / square_law < 1
        excess_rows.append((n, excess, square_law))


# Thickness at which the valence edge moves from K to Gamma
def first_gamma(t_gamma, n_max=60):
    for n in range(1, n_max + 1):
        a = neighbours(n)
        if levels(-DELTA, t_gamma, a)[0, -1] > levels(0.0, T_K, a)[0, -1]:
            return n
    return None


def critical(t_gamma):
    c_star = DELTA / (2 * (t_gamma - T_K))
    return c_star, (np.pi / np.arccos(c_star) - 1 if c_star < 1 else np.inf)


switch_rows = []
for t_gamma in (0.30, 0.20, 0.175, 0.16):
    c_star, n_star = critical(t_gamma)
    found = first_gamma(t_gamma)
    expected = int(np.floor(n_star)) + 1 if np.isfinite(n_star) else None
    assert found == expected
    switch_rows.append((t_gamma, c_star, n_star, found))

# Effective mass from the two highest levels of a long ring, and well width
hbar2_over_me = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
mass = hbar2_over_me / (2 * T_GAMMA * D_LAYER**2)
ring_size = 400
ring_levels = levels(-DELTA, T_GAMMA, neighbours(ring_size, ring=True))[0]
q = 2 * np.pi / (ring_size * D_LAYER)
ring_mass = hbar2_over_me * q**2 / (2 * (ring_levels[-1] - ring_levels[-2]))
assert abs(ring_mass / mass - 1) < 1e-4   # band is quartic beyond leading order
n_long = 60
deficit = (-DELTA + 2 * T_GAMMA
           - levels(-DELTA, T_GAMMA, neighbours(n_long))[0, -1])


def well(width):
    return hbar2_over_me * np.pi**2 / (2 * ring_mass * width**2)


well_good = well((n_long + 1) * D_LAYER)
well_short = well(n_long * D_LAYER)
assert abs(deficit / well_good - 1) < 1e-3
assert abs(deficit / well_short - 1) > 1e-2


# Shifted surface layers
def top_with_surface(n, shift):
    h = -DELTA * np.eye(n) + T_GAMMA * neighbours(n)
    h[0, 0] += shift
    h[-1, -1] += shift
    return np.linalg.eigvalsh(h)[-1]


surface_rows = []
for n in (3, 10):
    slope = (top_with_surface(n, 1e-4) - top_with_surface(n, -1e-4)) / 2e-4
    first_order = 4 / (n + 1) * np.sin(np.pi / (n + 1))**2
    assert abs(slope - first_order) < 1e-6
    direct = top_with_surface(n, SURFACE) - top_with_surface(n, 0.0)
    surface_rows.append((n, direct, SURFACE * first_order))

# Printed results
print(f"conduction: E_c = {E_COND:.2f} eV, W = {W_COND:.2f} eV, "
      f"t_c = {T_COND:.2f} eV")
print(f"valence: Delta = {DELTA:.2f} eV, B = {BOW:.2f} eV, "
      f"t_K = {T_K:.2f} eV, t_Gamma = {T_GAMMA:.2f} eV")
print(f"layer spacing d = {D_LAYER:.2f} nm")
three = np.linalg.eigh(-DELTA * np.eye(3) + T_GAMMA * neighbours(3))
print("N=3 valence levels at Gamma (eV):",
      " ".join(f"{v:.4f}" for v in three[0][::-1]))
print("N=3 top mode, weight on each layer:",
      " ".join(f"{v:.3f}" for v in three[1][:, -1]**2))
print("Edges from the k mesh (eV):")
for n, top, bottom, gap, valley in table:
    print(f"N={n:2d} valence top {top:.4f} at {valley}, "
          f"conduction bottom {bottom:.4f} at K, gap {gap:.4f}")
print(f"bulk: valence top {bulk_top:.4f} at Gamma, "
      f"conduction bottom {bulk_bottom:.4f} at K, gap {bulk_gap:.4f}")
print("Gap excess over bulk (eV), and inverse-square law (eV):")
for n, excess, square_law in excess_rows:
    print(f"N={n:2d} excess {excess:.4f}, law {square_law:.4f}, "
          f"law too large by {100 * (square_law / excess - 1):.1f} %")
print("Valence valley switch:")
for t_gamma, c_star, n_star, found in switch_rows:
    outcome = (f"N must exceed {n_star:.2f}, first N = {found}"
               if found else "no switch found up to N = 60")
    print(f"t_Gamma = {t_gamma:.3f} eV: c* = {c_star:.4f}, {outcome}")
print(f"|m_z| at Gamma: formula {mass:.4f} m_e, ring {ring_mass:.4f} m_e")
print(f"N={n_long} top below bulk edge: chain {1e3 * deficit:.4f} meV")
print(f"  well of width (N+1)d: {1e3 * well_good:.4f} meV")
print(f"  well of width N d: {1e3 * well_short:.4f} meV")
print(f"Surface layers shifted by {1e3 * SURFACE:.0f} meV, "
      "shift of top Gamma level:")
for n, direct, first_order in surface_rows:
    print(f"N={n:2d} direct {1e3 * direct:.3f} meV, "
          f"first order {1e3 * first_order:.3f} meV")
print("checks complete")
```

Printed output:

```
conduction: E_c = 1.80 eV, W = 1.00 eV, t_c = 0.02 eV
valence: Delta = 0.30 eV, B = 2.00 eV, t_K = 0.02 eV, t_Gamma = 0.30 eV
layer spacing d = 0.65 nm
N=3 valence levels at Gamma (eV): 0.1243 -0.3000 -0.7243
N=3 top mode, weight on each layer: 0.250 0.500 0.250
Edges from the k mesh (eV):
N= 1 valence top 0.0000 at K, conduction bottom 1.8000 at K, gap 1.8000
N= 2 valence top 0.0200 at K, conduction bottom 1.7800 at K, gap 1.7600
N= 3 valence top 0.1243 at Gamma, conduction bottom 1.7717 at K, gap 1.6475
N= 4 valence top 0.1854 at Gamma, conduction bottom 1.7676 at K, gap 1.5822
N= 5 valence top 0.2196 at Gamma, conduction bottom 1.7654 at K, gap 1.5457
N= 6 valence top 0.2406 at Gamma, conduction bottom 1.7640 at K, gap 1.5234
N= 8 valence top 0.2638 at Gamma, conduction bottom 1.7624 at K, gap 1.4986
N=10 valence top 0.2757 at Gamma, conduction bottom 1.7616 at K, gap 1.4859
bulk: valence top 0.3000 at Gamma, conduction bottom 1.7600 at K, gap 1.4600
Gap excess over bulk (eV), and inverse-square law (eV):
N= 3 excess 0.1875, law 0.1974, law too large by 5.3 %
N= 4 excess 0.1222, law 0.1263, law too large by 3.4 %
N= 5 excess 0.0857, law 0.0877, law too large by 2.3 %
N= 6 excess 0.0634, law 0.0645, law too large by 1.7 %
N= 8 excess 0.0386, law 0.0390, law too large by 1.0 %
N=10 excess 0.0259, law 0.0261, law too large by 0.7 %
Valence valley switch:
t_Gamma = 0.300 eV: c* = 0.5357, N must exceed 2.12, first N = 3
t_Gamma = 0.200 eV: c* = 0.8333, N must exceed 4.36, first N = 5
t_Gamma = 0.175 eV: c* = 0.9677, N must exceed 11.34, first N = 12
t_Gamma = 0.160 eV: c* = 1.0714, no switch found up to N = 60
|m_z| at Gamma: formula 0.3006 m_e, ring 0.3006 m_e
N=60 top below bulk edge: chain 0.7955 meV
  well of width (N+1)d: 0.7957 meV
  well of width N d: 0.8225 meV
Surface layers shifted by 20 meV, shift of top Gamma level:
N= 3 direct 10.118 meV, first order 10.000 meV
N=10 direct 0.605 meV, first order 0.577 meV
checks complete
```
